# Spin flips from a triplet and full CI in minimal-basis H2: a program that tests the result

The molecular numbers use the small basis 6-31G, STO-3G, so they illustrate the point and are not converged values.

```python
"""
Result under test: for two electrons in two orthonormal orbitals g and u, the
single spin flips (alpha -> beta) of the triplet determinant |g(alpha) u(alpha)>
span all Ms = 0 determinants, so SF-CIS equals full CI in that sector.
With more than two orbitals the equality is lost.

Symbols: h = one-electron integrals, eri[p,q,r,s] = (pq|rs), M = number of
orbitals, J_pq = (pp|qq), K = (gu|gu), V_nn = nuclear repulsion.
A flip i->a removes an alpha electron from orbital i and adds a beta electron
in orbital a. Energies are in hartree, distances in bohr.
Full CI is built from explicit Fock-space matrices; SF-CIS from the derived
formula with alpha and beta Fock matrices.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, fci

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def make_h2(distance, basis, spin=0):
    return gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, distance)]],
                 unit="Bohr", basis=basis, spin=spin, verbose=0)


def orbital_integrals(mol, C):
    h_ao = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    eri = np.einsum("mnls,mp,nq,lr,st->pqrt", mol.intor("int2e"),
                    C, C, C, C, optimize=True)
    return C.T @ h_ao @ C, eri


def symmetry_orbitals(mol):
    """Bonding (g) and antibonding (u) orbitals of minimal-basis H2."""
    s = mol.intor("int1e_ovlp")[0, 1]
    g = np.array([1.0, 1.0]) / np.sqrt(2 * (1 + s))
    u = np.array([1.0, -1.0]) / np.sqrt(2 * (1 - s))
    return np.column_stack([g, u])


def sf_cis_matrix(h, eri, v_nn):
    """Derived formula; orbitals 0 and 1 are the occupied alpha orbitals."""
    M = len(h)
    coulomb = sum(eri[:, :, k, k] for k in (0, 1))
    exchange = sum(eri[:, k, k, :] for k in (0, 1))
    f_beta = h + coulomb
    f_alpha = f_beta - exchange
    e_ref = h[0, 0] + h[1, 1] + eri[0, 0, 1, 1] - eri[0, 1, 0, 1] + v_nn
    flips = [(i, a) for i in (0, 1) for a in range(M)]
    matrix = np.zeros((len(flips), len(flips)))
    for m, (i, a) in enumerate(flips):
        for n, (j, b) in enumerate(flips):
            matrix[m, n] = ((i == j) * (a == b) * e_ref
                            + (i == j) * f_beta[a, b]
                            - (a == b) * f_alpha[i, j]
                            - eri[i, j, a, b])
    return matrix


class FockSpace:
    """Explicit matrices of all operators; mode 2p is p alpha, 2p+1 is p beta."""

    def __init__(self, M):
        self.M = M
        lower, sign = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
        self.ann = []
        for k in range(2 * M):
            op = np.eye(1)
            for m in range(2 * M):
                factor = sign if m < k else lower if m == k else np.eye(2)
                op = np.kron(op, factor)
            self.ann.append(op)
        self.vacuum = np.zeros(4 ** M)
        self.vacuum[0] = 1.0
        n_alpha = sum(self.ann[2*p].T @ self.ann[2*p] for p in range(M))
        n_beta = sum(self.ann[2*p+1].T @ self.ann[2*p+1] for p in range(M))
        self.sector = np.where((np.diag(n_alpha) == 1)
                               & (np.diag(n_beta) == 1))[0]
        s_plus = sum(self.ann[2*p].T @ self.ann[2*p+1] for p in range(M))
        s_z = (n_alpha - n_beta) / 2
        self.s_minus = s_plus.T
        self.s_squared = s_plus.T @ s_plus + s_z @ s_z + s_z
        self.reference = self.ann[0].T @ self.ann[2].T @ self.vacuum

    def hamiltonian(self, h, eri, v_nn):
        M, ann = self.M, self.ann
        E = np.array([[ann[2*p].T @ ann[2*q] + ann[2*p+1].T @ ann[2*q+1]
                       for q in range(M)] for p in range(M)])
        H = v_nn * np.eye(4 ** M) + np.einsum("pq,pqxy->xy", h, E)
        for p in range(M):
            for q in range(M):
                H += 0.5 * E[p, q] @ np.einsum("rs,rsxy->xy", eri[p, q], E)
        H -= 0.5 * np.einsum("pqqs,psxy->xy", eri, E)
        return H

    def flipped_states(self):
        return np.column_stack([self.ann[2*a+1].T @ self.ann[2*i]
                                @ self.reference
                                for i in (0, 1) for a in range(self.M)])

    def full_ci(self, H):
        return np.linalg.eigvalsh(H[np.ix_(self.sector, self.sector)])


# ---- The four flips and the Ms = 0 sector for two orbitals ----
space = FockSpace(2)
V = space.flipped_states()
det = {}
for p, name_p in enumerate("gu"):
    for q, name_q in enumerate("gu"):
        det[name_p + name_q] = (space.ann[2*p].T @ space.ann[2*q+1].T
                                @ space.vacuum)
# Stated signs: g->g, g->u, u->g, u->u
expected = np.column_stack([-det["ug"], -det["uu"], det["gg"], det["gu"]])
assert np.allclose(V, expected, atol=1e-14)
assert np.linalg.matrix_rank(V[space.sector]) == len(space.sector)
outside = np.setdiff1d(np.arange(16), space.sector)
assert np.allclose(V[outside], 0, atol=1e-14)
assert np.allclose(space.s_minus @ space.reference, V[:, 0] + V[:, 3])
print(f"M=2: spin flips {V.shape[1]}, Ms=0 determinants {len(space.sector)}")

# ---- Minimal-basis H2 at one distance ----
R = 1.4
mol = make_h2(R, "sto-3g")
C = symmetry_orbitals(mol)
h, eri = orbital_integrals(mol, C)
v_nn = mol.energy_nuc()
H = space.hamiltonian(h, eri, v_nn)
sf = sf_cis_matrix(h, eri, v_nn)
assert np.allclose(sf, V.T @ H @ V, atol=1e-11)
assert np.allclose(H @ V, V @ sf, atol=1e-11)          # closed under H
e_sf, c_sf = np.linalg.eigh(sf)
e_fci = space.full_ci(H)
assert np.allclose(e_sf, e_fci, atol=1e-11)
e_library = fci.direct_spin1.kernel(h, eri, 2, (1, 1), ecore=v_nn)[0]
assert abs(e_library - e_sf[0]) < 1e-8

J_gg, J_uu, J_gu = eri[0, 0, 0, 0], eri[1, 1, 1, 1], eri[0, 0, 1, 1]
K = eri[0, 1, 0, 1]
A = 2 * h[0, 0] + J_gg + v_nn
B = 2 * h[1, 1] + J_uu + v_nn
E_T = h[0, 0] + h[1, 1] + J_gu - K + v_nn
root = np.sqrt(((A - B) / 2) ** 2 + K ** 2)
closed_form = np.sort([(A+B)/2 - root, (A+B)/2 + root, E_T, E_T + 2*K])
assert np.allclose(closed_form, e_fci, atol=1e-11)
assert abs(space.reference @ H @ space.reference - E_T) < 1e-11

states = V @ c_sf
spin2 = np.array([v @ space.s_squared @ v for v in states.T])
assert np.allclose(spin2, [0, 2, 0, 0], atol=1e-9)

# Any orthonormal pair of orbitals gives the same result
angle = 0.6
rotation = np.array([[np.cos(angle), -np.sin(angle)],
                     [np.sin(angle), np.cos(angle)]])
h_rot, eri_rot = orbital_integrals(mol, C @ rotation)
sf_rot = sf_cis_matrix(h_rot, eri_rot, v_nn)
H_rot = space.hamiltonian(h_rot, eri_rot, v_nn)
assert np.allclose(sf_rot, V.T @ H_rot @ V, atol=1e-11)
assert np.allclose(np.linalg.eigvalsh(sf_rot), e_fci, atol=1e-11)

# Ordinary CIS from the closed-shell determinant
e_rhf = scf.RHF(mol).run(conv_tol=1e-12).e_tot
assert abs(e_rhf - A) < 1e-8
closed = det["gg"]
cis = np.column_stack([closed] + [space.ann[2+s].T @ space.ann[s] @ closed
                                  for s in (0, 1)])
e_cis = np.linalg.eigvalsh(cis.T @ H @ cis)
cis_rank = np.linalg.matrix_rank(cis)
assert cis_rank == 3 and np.allclose(cis.T @ det["uu"], 0)
assert np.allclose((cis.T @ H @ cis)[0, 1:], 0, atol=1e-11)
assert abs(e_cis[0] - e_rhf) < 1e-8 and e_cis[0] > e_fci[0] + 1e-3

print(f"H2, STO-3G, R = {R:.1f} bohr; energies in hartree")
print(f"h_g = {h[0, 0]:.6f}, h_u = {h[1, 1]:.6f}, V_nn = {v_nn:.6f}")
print(f"J_gg = {J_gg:.6f}, J_uu = {J_uu:.6f}")
print(f"J_gu = {J_gu:.6f}, K = {K:.6f}")
print(f"A = {A:.6f}, B = {B:.6f}, (B-A)/2 = {(B - A)/2:.6f}")
print(f"(A+B)/2 = {(A + B)/2:.6f}, square root = {root:.6f}")
print(f"triplet reference E_T = {E_T:.6f}, E_T+K = {E_T + K:.6f}")
print("SF-CIS matrix (hartree), flips g->g, g->u, u->g, u->u:")
for row in sf:
    print("  " + " ".join(f"{x + 0.0:10.6f}" if abs(x) > 1e-10
                          else f"{0:10.6f}" for x in row))
print("state: SF-CIS, full CI (hartree), <S^2>")
for n in range(4):
    print(f"  {n}: {e_sf[n]:.6f}, {e_fci[n]:.6f}, {abs(spin2[n]):.3f}")
print(f"largest SF-CIS/full-CI difference = "
      f"{np.max(abs(e_sf - e_fci)):.1e} hartree")
print(f"ordinary CIS: determinants {cis_rank}, lowest = {e_cis[0]:.6f} hartree")
print(f"RHF minus full CI = {e_rhf - e_fci[0]:.6f} hartree"
      f" = {(e_rhf - e_fci[0]) * HARTREE_EV:.4f} eV")
print(f"triplet minus ground = {E_T - e_sf[0]:.6f} hartree"
      f" = {(E_T - e_sf[0]) * HARTREE_EV:.4f} eV")

# ---- Stretching the bond ----
atom = gto.M(atom="H 0 0 0", basis="sto-3g", spin=1, verbose=0)
two_atoms = 2 * (atom.intor("int1e_kin") + atom.intor("int1e_nuc"))[0, 0]
print(f"two separate STO-3G H atoms = {two_atoms:.6f} hartree")
print("R (bohr): closed-shell A, SF-CIS, full CI, triplet (hartree);"
      " weights gg, uu")
for distance in (1.4, 2.5, 4.0, 8.0):
    m = make_h2(distance, "sto-3g")
    h_d, eri_d = orbital_integrals(m, symmetry_orbitals(m))
    vn = m.energy_nuc()
    e_d, c_d = np.linalg.eigh(sf_cis_matrix(h_d, eri_d, vn))
    H_d = space.hamiltonian(h_d, eri_d, vn)
    f_d = space.full_ci(H_d)
    assert np.allclose(e_d, f_d, atol=1e-11)
    a_d = det["gg"] @ H_d @ det["gg"]
    t_d = space.reference @ H_d @ space.reference
    w_gg, w_uu = c_d[2, 0] ** 2, c_d[1, 0] ** 2
    assert abs(w_gg + w_uu - 1) < 1e-8
    print(f"  {distance:.1f}: {a_d:.6f}, {e_d[0]:.6f}, {f_d[0]:.6f}, "
          f"{t_d:.6f}; {w_gg:.4f}, {w_uu:.4f}")
assert abs(e_d[0] - two_atoms) < 1e-3      # small remaining overlap at 8 bohr
assert abs(w_gg - 0.5) < 0.02
assert a_d - two_atoms > 0.1

# ---- Four orbitals: the equality must fail ----
big_mol = make_h2(R, "6-31g", spin=2)
mf = scf.ROHF(big_mol).run(conv_tol=1e-12)
order = np.argsort(-mf.mo_occ, kind="stable")
h4, eri4 = orbital_integrals(big_mol, mf.mo_coeff[:, order])
v4 = big_mol.energy_nuc()
big = FockSpace(4)
H4 = big.hamiltonian(h4, eri4, v4)
V4 = big.flipped_states()
sf4 = sf_cis_matrix(h4, eri4, v4)
assert np.allclose(sf4, V4.T @ H4 @ V4, atol=1e-10)
assert abs(big.reference @ H4 @ big.reference - mf.e_tot) < 1e-8
e4, c4 = np.linalg.eigh(sf4)
f4 = big.full_ci(H4)
library4 = fci.direct_spin1.kernel(h4, eri4, 4, (1, 1), ecore=v4)[0]
assert abs(library4 - f4[0]) < 1e-8
assert np.linalg.matrix_rank(V4) == 8 and len(big.sector) == 16
assert np.linalg.norm(H4 @ V4 - V4 @ sf4) > 1e-3       # not closed under H
assert e4[0] > f4[0] + 1e-4
ground4 = V4 @ c4[:, 0]
s2_ground4 = ground4 @ big.s_squared @ ground4
assert s2_ground4 > 1e-5
print(f"H2, 6-31G, R = {R:.1f} bohr, ROHF triplet orbitals, M = {big.M}")
print(f"spin flips {V4.shape[1]}, Ms=0 determinants {len(big.sector)}")
print(f"ROHF triplet = {mf.e_tot:.6f} hartree")
print(f"SF-CIS ground = {e4[0]:.6f}, full CI = {f4[0]:.6f} hartree")
print(f"SF-CIS minus full CI = {e4[0] - f4[0]:.6f} hartree"
      f" = {(e4[0] - f4[0]) * HARTREE_EV:.4f} eV")
print(f"SF-CIS ground <S^2> = {s2_ground4:.5f}")

print("all assertions hold")
```

Running it gives:

```
M=2: spin flips 4, Ms=0 determinants 4
H2, STO-3G, R = 1.4 bohr; energies in hartree
h_g = -1.252797, h_u = -0.475602, V_nn = 0.714286
J_gg = 0.674594, J_uu = 0.697495
J_gu = 0.663564, K = 0.181258
A = -1.116714, B = 0.460576, (B-A)/2 = 0.788645
(A+B)/2 = -0.328069, square root = 0.809207
triplet reference E_T = -0.531808, E_T+K = -0.350550
SF-CIS matrix (hartree), flips g->g, g->u, u->g, u->u:
   -0.350550   0.000000   0.000000  -0.181258
    0.000000   0.460576  -0.181258   0.000000
    0.000000  -0.181258  -1.116714   0.000000
   -0.181258   0.000000   0.000000  -0.350550
state: SF-CIS, full CI (hartree), <S^2>
  0: -1.137276, -1.137276, 0.000
  1: -0.531808, -0.531808, 2.000
  2: -0.169292, -0.169292, 0.000
  3: 0.481138, 0.481138, 0.000
largest SF-CIS/full-CI difference = 8.9e-16 hartree
ordinary CIS: determinants 3, lowest = -1.116714 hartree
RHF minus full CI = 0.020562 hartree = 0.5595 eV
triplet minus ground = 0.605468 hartree = 16.4756 eV
two separate STO-3G H atoms = -0.933164 hartree
R (bohr): closed-shell A, SF-CIS, full CI, triplet (hartree); weights gg, uu
  1.4: -1.116714, -1.137276, -1.137276, -0.531808; 0.9873, 0.0127
  2.5: -0.965794, -1.030474, -1.030474, -0.860389; 0.9190, 0.0810
  4.0: -0.761082, -0.943778, -0.943778, -0.927332; 0.6780, 0.3220
  8.0: -0.610039, -0.933166, -0.933166, -0.933163; 0.5026, 0.4974
H2, 6-31G, R = 1.4 bohr, ROHF triplet orbitals, M = 4
spin flips 8, Ms=0 determinants 16
ROHF triplet = -0.755967 hartree
SF-CIS ground = -1.133755, full CI = -1.151679 hartree
SF-CIS minus full CI = 0.017924 hartree = 0.4877 eV
SF-CIS ground <S^2> = 0.01162
all assertions hold
```
